# Deposition in Deep Holes and the Halved Activation Energy: a program that tests the result

```python
"""Deposition in a deep cylindrical hole by diffusion and wall reaction.

Result under test: for a large Thiele modulus phi and small sticking s,
    total rate / (mouth area * C0) = G = sqrt(2 k D / R),
so the rate goes as sqrt(k), and its apparent activation energy is
    E_hole = E_flat/2 + (E_D + E_C)/2.
k: surface reaction velocity, D: diffusivity, R: radius, L: depth,
C0: mouth concentration, phi^2 = 2 k L^2/(R D), h = sqrt(k R/(2 D)),
w = dlnG/dlnk, E_X = -dlnX/d(1/kB T), s: sticking probability.
SI units are used inside; energies are in eV.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import solve_toeplitz

KB = const.k
KB_EV = const.k / const.e

# ---------- inputs: rough values for silane in silicon macropores ----------
DIAMETER = 1.0e-6
RADIUS = DIAMETER / 2
DEPTH = 300e-6
PRESSURE_TORR = 0.1
PRESSURE = PRESSURE_TORR * const.torr
T_REF = 950.0
S_REF = 1.0e-4
E_STICK = 1.7
MOLAR_SILANE = 32.12e-3
MOLAR_H2 = 2.016e-3
MASS = MOLAR_SILANE / const.N_A
SI_DENSITY = 5.0e28
ASPECT = DEPTH / DIAMETER


def sticking(T):
    return S_REF * np.exp(-E_STICK / KB_EV * (1 / T - 1 / T_REF))


def mean_speed(T):
    return np.sqrt(8 * KB * T / (np.pi * MASS))


def coefficients(T):
    """Reaction velocity and Knudsen diffusivity."""
    v = mean_speed(T)
    return sticking(T) * v / 4, DIAMETER * v / 3


# ---------- derived formulas ----------
def moduli(k, D, R, L):
    return np.sqrt(2 * k * L**2 / (R * D)), np.sqrt(k * R / (2 * D))


def G_formula(k, D, R, L):
    phi, h = moduli(k, D, R, L)
    t = np.tanh(phi)
    return D * phi / L * (t + h) / (1 + h * t)


def w_formula(k, D, R, L):
    phi, h = moduli(k, D, R, L)
    top = phi + h / (1 - h**2)
    return 0.5 + top / np.sinh(2 * (phi + np.arctanh(h)))


# ---------- direct solution: integrate from bottom to mouth ----------
def G_direct(k, D, R, L):
    """Sum wall and bottom deposition; also return C(bottom)/C(mouth)."""
    def rhs(y, z):
        return [z[1], 2 * k * L**2 / (R * D) * z[0],
                2 * k * L / R * z[0]]
    sol = solve_ivp(rhs, (0, 1), [1.0, k * L / D, k],
                    method="DOP853", rtol=1e-11, atol=1e-13)
    c_mouth, _, deposited = sol.y[:, -1]
    return deposited / c_mouth, 1 / c_mouth


cases = [(0.02, 2e-4, 5e-7, 3e-4), (0.5, 1e-4, 5e-7, 2e-6),
         (10.0, 2.7e-4, 5e-7, 2e-6), (1e-3, 2e-4, 5e-7, 5e-5)]
for k, D, R, L in cases:
    direct = G_direct(k, D, R, L)[0]
    assert abs(direct / G_formula(k, D, R, L) - 1) < 1e-7
    up = G_direct(k * 1.001, D, R, L)[0]
    down = G_direct(k / 1.001, D, R, L)[0]
    slope = np.log(up / down) / (2 * np.log(1.001))
    assert abs(slope - w_formula(k, D, R, L)) < 1e-5


# ---------- cosine-law flights in a cylinder, lengths in diameters ----------
def flight_tail(x):
    """Probability of an axial flight longer than x in one direction."""
    r = np.sqrt(x * x + 1)
    return 0.25 / (r * (x * x + 0.5 + x * r))


n_dir = 1000
u = (np.arange(n_dir) + 0.5) / n_dir
sin2, psi = np.meshgrid(u, 2 * np.pi * u)
normal = np.sqrt(1 - sin2)
axial = np.sqrt(sin2) * np.sin(psi)
flight = normal * axial / (1 - axial**2)
for x in (0.2, 0.7, 2.0):
    assert abs(np.mean(flight > x) - flight_tail(x)) < 2e-3

mean_square = 4 * quad(lambda x: x * flight_tail(x), 0, np.inf)[0]
# diffusivity = (mean square step / 2) * wall-collision rate (v/d)
D_over_vd = mean_square / 2
assert abs(D_over_vd - 1 / 3) < 1e-6


# ---------- ballistic transport without a diffusion equation ----------
CELL = 0.06


def ballistic_capture(s, aspect, cell=CELL):
    """Probability that a molecule entering the hole is deposited.

    Wall cells must be much shorter than a diameter: re-emission is
    spread evenly over a cell, which adds false axial diffusion.
    """
    def P(x):
        return -0.5 * x / (x + np.sqrt(x * x + 1))
    n = max(400, int(np.ceil(aspect / cell)))
    step = aspect / n
    p = P(np.arange(n + 1) * step)
    row = np.empty(n)                  # view factors between wall cells
    row[0] = 1 + 2 * p[1] / step
    row[1:] = (p[2:] - 2 * p[1:-1] + p[:-2]) / step
    to_mouth = (p[:-1] - p[1:]) / step
    to_bottom = to_mouth[::-1]
    part = np.cumsum(row)
    row_sums = part + part[::-1] - row[0]
    assert np.allclose(row_sums + to_mouth + to_bottom, 1, atol=1e-9)
    through = 1 - 4 * step * to_bottom.sum()
    column = -(1 - s) * row
    column[0] += 1
    # wall response to a unit source at the mouth, and at the bottom
    from_mouth = solve_toeplitz(column, to_mouth)
    from_bottom = from_mouth[::-1]
    onto_bottom = (1 - s) * 4 * step * to_bottom
    bottom = ((through + onto_bottom @ from_mouth)
              / (1 - (1 - s) * (onto_bottom @ from_bottom)))
    incident = from_mouth + (1 - s) * bottom * from_bottom
    return s * (4 * step * incident.sum() + bottom)


deep_rows = []
for s in (0.3, 1e-2, 1e-3, 1e-4):
    length = 8 / np.sqrt(3 * s)
    mid = ballistic_capture(s, length)
    hi = ballistic_capture(s * 1.1, length)
    lo = ballistic_capture(s / 1.1, length)
    exponent = np.log(hi / lo) / (2 * np.log(1.1))
    deviation = mid / (4 * np.sqrt(s / 3)) - 1
    deep_rows.append((s, mid, exponent, deviation))
devs = [abs(r[3]) for r in deep_rows]
assert devs[0] > devs[1] > devs[2] > devs[3]
assert devs[3] < 0.05
assert abs(deep_rows[3][2] - 0.5) < 0.03
assert deep_rows[0][2] < 0.4

# ---------- example at the reference temperature ----------
T = T_REF
kT = KB_EV * T
v = mean_speed(T)
k, D = coefficients(T)
C0 = PRESSURE / (KB * T)
phi, h = moduli(k, D, RADIUS, DEPTH)
G, bottom_ratio = G_direct(k, D, RADIUS, DEPTH)
G_deep = np.sqrt(2 * k * D / RADIUS)
assert abs(G / G_deep - 1) < 1e-3
assert abs(phi / (ASPECT * np.sqrt(3 * S_REF)) - 1) < 1e-9
G_four = G_direct(4 * k, D, RADIUS, DEPTH)[0]
assert abs(G_four / G - 2) < 2e-3
G_half_depth = G_direct(k, D, RADIUS, DEPTH / 2)[0]
atoms_per_s = np.pi * RADIUS**2 * C0 * G
flat_growth = k * C0 / SI_DENSITY


# ---------- apparent activation energies at fixed pressure ----------
def energy(rate, T, dT=1.0):
    a, b = T - dT, T + dT
    return KB_EV * np.log(rate(b) / rate(a)) / (1 / a - 1 / b)


def flat_rate(T):
    return coefficients(T)[0] * PRESSURE / (KB * T)


def hole_rate(T):
    kk, DD = coefficients(T)
    return G_direct(kk, DD, RADIUS, DEPTH)[0] * PRESSURE / (KB * T)


def ballistic_rate(T):
    flux = PRESSURE / np.sqrt(2 * np.pi * MASS * KB * T)
    return flux * ballistic_capture(sticking(T), ASPECT)


table = []
for temp in (800.0, 850.0, 900.0, 950.0, 1000.0):
    kk, DD = coefficients(temp)
    weight = w_formula(kk, DD, RADIUS, DEPTH)
    t_ev = KB_EV * temp
    predicted = (-t_ev + weight * (E_STICK + t_ev / 2)
                 + (1 - weight) * t_ev / 2)
    measured = energy(hole_rate, temp)
    assert abs(measured - predicted) < 1e-4
    table.append((temp, sticking(temp),
                  moduli(kk, DD, RADIUS, DEPTH)[0], weight,
                  energy(flat_rate, temp), measured))

E_flat = energy(flat_rate, T)
E_hole = energy(hole_rate, T)
assert abs(E_hole - (E_flat / 2 - kT / 4)) < 2e-3
E_ballistic = energy(ballistic_rate, T, 5.0)
E_window = energy(ballistic_rate, T, 50.0)
E_flat_window = energy(flat_rate, T, 50.0)
assert abs(E_ballistic / (E_flat / 2) - 1) < 0.1
capture = ballistic_capture(S_REF, ASPECT)
coarse = ballistic_capture(S_REF, ASPECT, 2 * CELL)
grid_change = coarse / capture - 1
assert abs(grid_change) < 3e-3
capture_diffusion = G / (v / 4)


# ---------- saturating kinetics r = k C/(1 + K C), x = K C0 ----------
def saturation_factor(x):
    """Squared deep-hole rate relative to first-order kinetics."""
    return 2 * (x - np.log1p(x)) / x**2


def reach_mouth(y, z):
    return z[0] - 1


reach_mouth.terminal = True
for x in (0.1, 5.0):
    sol = solve_ivp(lambda y, z: [z[1], z[0] / (1 + x * z[0])],
                    (0, 60), [1e-5, 0.0], events=reach_mouth,
                    method="DOP853", rtol=1e-10, atol=1e-14)
    slope = sol.y_events[0][0][1]
    assert abs(slope**2 / saturation_factor(x) - 1) < 1e-6

X_SAT, Q_ADS = 0.1, 2.0
eps = 1e-3
log_slope = np.log(saturation_factor(X_SAT * (1 + eps))
                   / saturation_factor(X_SAT * (1 - eps))) / (2 * eps)
shift_hole = -0.5 * log_slope * Q_ADS
shift_flat = Q_ADS * X_SAT / (1 + X_SAT)
sat_rate = np.sqrt(saturation_factor(X_SAT)) - 1

# ---------- sizes of other neglected effects ----------
MOLECULE = 0.45e-9
free_path = KB * T / (np.sqrt(2) * np.pi * MOLECULE**2 * PRESSURE)
FILM = 10e-9
R_new = RADIUS - FILM
G_new = G_direct(k, 2 * R_new * v / 3, R_new, DEPTH)[0]
narrowing = (R_new / RADIUS)**2 * G_new / G - 1
GAS_PREFACTOR, GAS_BARRIER = 3e15, 2.6
gas_decay = GAS_PREFACTOR * np.exp(-GAS_BARRIER / kT)
gas_ratio = gas_decay / (2 * k / RADIUS)
h2_ratio = 2 * np.sqrt(MOLAR_H2 / MOLAR_SILANE) * (1 - bottom_ratio)
OPEN_AREA, GAS_LAYER = 0.1, 20e-3
supply = v * free_path / 3 / GAS_LAYER
loading = OPEN_AREA * G / supply
loading_shift = -loading / (1 + loading) * (E_hole + kT - 1.5 * kT)

# ---------- printed results ----------
print(f"pore diameter {DIAMETER*1e6:.1f} um, depth {DEPTH*1e6:.0f} um")
print(f"aspect ratio L/d = {ASPECT:.0f}")
print(f"silane pressure {PRESSURE_TORR} Torr, temperature {T:.0f} K")
print(f"sticking s = {S_REF:.1e}, its energy = {E_STICK} eV (rough)")
print(f"silicon atomic density {SI_DENSITY*1e-6:.1e} cm^-3 (rough)")
print(f"kB T = {kT:.4f} eV")
print(f"mouth concentration C0 = {C0*1e-6:.3e} cm^-3")
print(f"mean speed = {v*100:.3e} cm/s")
print(f"mean square axial step = {mean_square:.5f} d^2")
print(f"D/(v d) from flights = {D_over_vd:.5f}")
print(f"reaction velocity k = {k*100:.3f} cm/s")
print(f"Knudsen diffusivity D = {D*1e4:.3f} cm^2/s")
print(f"Thiele modulus phi = {phi:.3f}, h = {h:.5f}")
print(f"active depth L/phi = {DEPTH/phi*1e6:.1f} um")
print(f"G full = {G*100:.2f} cm/s, deep limit = {G_deep*100:.2f} cm/s")
print(f"pore rate / flat rate on mouth area = {G/k:.1f}")
print(f"flat growth rate = {flat_growth*6e10:.2f} nm/min")
print(f"bottom/mouth growth ratio = {bottom_ratio:.5f}")
print(f"silicon deposited per pore = {atoms_per_s:.3e} atoms/s")
print(f"total rate ratio for k -> 4k: {G_four/G:.4f}")
print(f"total rate ratio for L -> L/2: {G_half_depth/G:.4f}")
print("T(K)  s  phi  w  E_flat(eV)  E_hole(eV)")
for r in table:
    print(f"{r[0]:.0f}  {r[1]:.2e}  {r[2]:.3f}  {r[3]:.4f}"
          f"  {r[4]:.4f}  {r[5]:.4f}")
print(f"E_flat/2 = {E_flat/2:.4f} eV, kB T/4 = {kT/4:.4f} eV")
print(f"E_flat/2 - kB T/4 = {E_flat/2-kT/4:.4f} eV")
print("ballistic deep hole: s, capture, exponent, deviation from sqrt")
for r in deep_rows:
    print(f"{r[0]:.1e}  {r[1]:.5f}  {r[2]:.4f}  {100*r[3]:.2f} %")
print(f"example capture: ballistic {capture:.5f}, "
      f"diffusion {capture_diffusion:.5f}")
print(f"ballistic change on doubling cell size: {100*grid_change:.3f} %")
print(f"ballistic E_hole at {T:.0f} K = {E_ballistic:.4f} eV")
print(f"900-1000 K slopes: ballistic hole {E_window:.4f} eV, "
      f"flat {E_flat_window:.4f} eV")
print(f"molecular diameter {MOLECULE*1e9:.2f} nm (rough), "
      f"free path {free_path*1e6:.0f} um")
print(f"rate change after {FILM*1e9:.0f} nm uniform film: "
      f"{100*narrowing:.2f} %")
print(f"gas decay inputs (rough): {GAS_PREFACTOR:.0e} 1/s, "
      f"{GAS_BARRIER} eV")
print(f"gas decay / wall consumption in pore = {gas_ratio:.1e}")
print(f"H2 at bottom / silane at mouth = {h2_ratio:.3f}")
print(f"saturation trial: K C0 = {X_SAT}, adsorption {Q_ADS} eV")
print(f"saturation changes pore rate by {100*sat_rate:.2f} %")
print(f"saturation energy shifts: hole {shift_hole:+.4f} eV, "
      f"flat {shift_flat:+.4f} eV")
print(f"loading trial: open area {OPEN_AREA}, "
      f"gas layer {GAS_LAYER*1e3:.0f} mm")
print(f"pore demand / gas supply velocity = {loading:.4f}")
print(f"energy shift from gas depletion = {loading_shift:+.4f} eV")
print("tests ok")
```

It prints:

```
pore diameter 1.0 um, depth 300 um
aspect ratio L/d = 300
silane pressure 0.1 Torr, temperature 950 K
sticking s = 1.0e-04, its energy = 1.7 eV (rough)
silicon atomic density 5.0e+22 cm^-3 (rough)
kB T = 0.0819 eV
mouth concentration C0 = 1.016e+15 cm^-3
mean speed = 7.913e+04 cm/s
mean square axial step = 0.66667 d^2
D/(v d) from flights = 0.33333
reaction velocity k = 1.978 cm/s
Knudsen diffusivity D = 2.638 cm^2/s
Thiele modulus phi = 5.196, h = 0.00433
active depth L/phi = 57.7 um
G full = 456.85 cm/s, deep limit = 456.88 cm/s
pore rate / flat rate on mouth area = 230.9
flat growth rate = 24.13 nm/min
bottom/mouth growth ratio = 0.01103
silicon deposited per pore = 3.647e+09 atoms/s
total rate ratio for k -> 4k: 2.0001
total rate ratio for L -> L/2: 0.9891
T(K)  s  phi  w  E_flat(eV)  E_hole(eV)
800  2.04e-06  0.742  0.8546  1.6655  1.4184
850  8.69e-06  1.532  0.6432  1.6634  1.0569
900  3.15e-05  2.919  0.5170  1.6612  0.8401
950  1.00e-04  5.196  0.5003  1.6591  0.8096
1000  2.82e-04  8.733  0.5000  1.6569  0.8069
E_flat/2 = 0.8295 eV, kB T/4 = 0.0205 eV
E_flat/2 - kB T/4 = 0.8091 eV
ballistic deep hole: s, capture, exponent, deviation from sqrt
3.0e-01  0.72126  0.3048  -42.98 %
1.0e-02  0.19802  0.4378  -14.26 %
1.0e-03  0.06883  0.4749  -5.75 %
1.0e-04  0.02259  0.4903  -2.17 %
example capture: ballistic 0.02259, diffusion 0.02309
ballistic change on doubling cell size: 0.138 %
ballistic E_hole at 950 K = 0.7932 eV
900-1000 K slopes: ballistic hole 0.7971 eV, flat 1.6591 eV
molecular diameter 0.45 nm (rough), free path 1093 um
rate change after 10 nm uniform film: -3.96 %
gas decay inputs (rough): 3e+15 1/s, 2.6 eV
gas decay / wall consumption in pore = 6.1e-04
H2 at bottom / silane at mouth = 0.496
saturation trial: K C0 = 0.1, adsorption 2.0 eV
saturation changes pore rate by -3.15 %
saturation energy shifts: hole +0.0616 eV, flat +0.1818 eV
loading trial: open area 0.1, gas layer 20 mm
pore demand / gas supply velocity = 0.0317
energy shift from gas depletion = -0.0236 eV
tests ok
```
